# Oscillation Wavelength of Channelled Ions in a Harmonic Planar Potential, part 2

An ion channelled between two crystal planes swings from side to side as it goes deeper. The wavelength $\lambda$ is the depth covered in one full swing. Here the formulas for a harmonic potential are tested with numbers, and then the harmonic form is given up.

The depth $z$ is measured along the planes from the entry point, and $x$ is the distance from the midplane. The walls are at $x=\pm d/2$. The ion has mass $M$, speed $v$ and velocity components $v_x$ and $v_z$. It enters at $x_0$ with kinetic energy $E$, at angle $\psi$ to the planes. Lengths are in ångström (Å) and energies in electronvolts (eV).

The force of the planes is averaged along them, and energy loss and scattering are left out. The potential energy is $\tfrac12kx^2$, with curvature $k$ in eV/Å². Then $v_z$ is constant, and so is the longitudinal energy $E_z=\tfrac12Mv_z^2=E\cos^2\psi$. The transverse energy is also conserved:

$$
E_\perp=E\sin^2\psi+\tfrac12kx_0^2. \tag{4}
$$

The full solution for the path is

$$
x(z)=x_0\cos qz+\frac{\tan\psi}{q}\sin qz, \tag{6}
$$

with $q=q_0/\cos\psi$ and $q_0=\sqrt{k/(2E)}$. Its wavelength is

$$
\lambda=\lambda_0\cos\psi,\qquad
\lambda_0=2\pi\sqrt{\frac{2E}{k}}. \tag{7}
$$

At small angles $\lambda\approx\lambda_0$, which is too long by the fraction $\psi^2/2$, and the path is

$$
x(z)\approx x_0\cos q_0z+\frac{\psi}{q_0}\sin q_0z. \tag{9}
$$

The phase error of (9) grows with depth:

$$
(q-q_0)z=q_0z\left(\frac{1}{\cos\psi}-1\right)\approx\frac{q_0z\,\psi^2}{2}. \tag{10}
$$

The amplitude $A$ and the angle $\theta$ at which the ion crosses the midplane are

$$
A\approx\sqrt{x_0^2+\frac{\psi^2}{q_0^2}}, \tag{12}
$$

$$
\theta\approx Aq_0=\frac{2\pi A}{\lambda_0}. \tag{13}
$$

The example has $d=2$ Å, $k=20$ eV/Å², $E=100\,000$ eV, $x_0=0.3$ Å, $\psi=4$ mrad and an ion mass of 10 u.

### 11. A worked example

Take round model parameters, which stand for no particular crystal: $d=2$ Å and $k=20$ eV/Å². An ion of mass 10 u (atomic mass units) has $E=100\,000$ eV, that is 100 keV. It enters at $x_0=0.3$ Å with $\psi=4$ mrad.

The length that sets the scale is

$$
\frac1{q_0}=\sqrt{\frac{2E}{k}}=\sqrt{\frac{200\,000}{20}}\ \text{Å}=100\ \text{Å},
$$

so the wavelength is

$$
\lambda_0=2\pi\times100\ \text{Å}=628.3\ \text{Å}=62.83\ \text{nm}.
$$

This is more than three hundred times the plane spacing. The path is a very long, shallow wave.

For the amplitude we need $\psi/q_0=0.004\times100\ \text{Å}=0.4$ Å. Then

$$
A=\sqrt{0.3^2+0.4^2}\ \text{Å}=0.5\ \text{Å}.
$$

This is half the distance from the midplane to a wall, so the path stays inside the channel. The transverse energy is

$$
E_\perp=\tfrac12kA^2=\tfrac12\times20\times0.25\ \text{eV}=2.5\ \text{eV}.
$$

Of this, $\tfrac12kx_0^2=0.9$ eV comes from the entry position and $E\psi^2=1.6$ eV from the entry angle. In this model an ion of 100 keV is thus steered by a sideways energy of a few electronvolts. A real channel can be several times stiffer, and the same amplitude then takes more sideways energy. The crossing angle is $\theta=Aq_0=0.5/100=5$ mrad.

At the depth $z=100$ Å the phase is $q_0z=1$ radian, and the position is

$$
x=0.3\cos1+0.4\sin1=0.4987\ \text{Å}.
$$

The ion is there close to its first turning point.

### 12. Comparison with Newton's equations

The formulas can be checked by integrating Newton's equations numerically in time and measuring the depth between successive crossings of the midplane in the same direction. The results are in the numerical output below the text.

For the example this gives 628.314 Å, against 628.319 Å from the small-angle formula. The relative difference is $-8.00\times10^{-6}$. The predicted value is $-\psi^2/2=-(0.004)^2/2=-8.00\times10^{-6}$. The small gap is therefore the neglected cosine, and not a numerical error.

The path can be compared point by point as well. Down to 1500 Å, the largest difference between the small-angle path and the integrated one is $6.1\times10^{-5}$ Å. The phase error (10) accounts for nearly all of it. At 1500 Å we have $q_0z=15$, and the phase error is $15\times8\times10^{-6}=1.2\times10^{-4}$ radian. Multiplied by the amplitude of 0.5 Å, this gives a position error of at most $6.0\times10^{-5}$ Å. The remainder comes from the factor in front of the sine. In the full solution it is $\tan\psi/q=\sin\psi/q_0$, since $q=q_0/\cos\psi$. Using $\psi$ for $\sin\psi$ changes it by about $\psi^3/(6q_0)$, which is $1\times10^{-6}$ Å.

Other runs test how the wavelength depends on mass, amplitude, energy and curvature:

- With the mass raised to 40 u and the same entry, the wavelength is again 628.314 Å.
- With an amplitude of 0.1 Å and entry parallel to the planes, it is 628.319 Å. This is the full $\lambda_0$, since $\cos\psi=1$.
- With the energy raised to $4E$ it is 1256.637 Å, twice $\lambda_0$.
- With the curvature raised to $3k$ it is 362.760 Å, which is $\lambda_0/\sqrt3$.

The last two runs also start parallel to the planes.

At 4 mrad the cosine is hardly visible. A separate test makes it plain, with $E=100$ eV and $\psi=0.3$ radian. The small-angle formula gives 19.869 Å, and the cosine factor lowers this to 18.982 Å. The integration also gives 18.982 Å. This is a test of the mechanics in the harmonic potential, not a realistic case of channelling: a wavelength of about 20 Å is only several atomic distances long, and the averaging of the planes is then doubtful.

### 13. The channel as a lens

Independence of amplitude has a visible consequence for a beam. Let many ions of equal energy enter parallel to the planes, at different positions $x_0$. With $\psi=0$ each path is

$$
x(z)=x_0\cos q_0z .
$$

At $q_0z=\pi/2$ the cosine vanishes for all of them. Every ion crosses the midplane at the same depth, $\lambda_0/4$, which is 157 Å in the example. The channel acts as a lens with a sharp focus. At $\lambda_0/2$ the beam has its original width again, with the two sides exchanged, and at $3\lambda_0/4$ there is a second focus.

If the ions also have a spread of small entry angles, the position at $\lambda_0/4$ is $x=\psi/q_0$. It depends on the angle alone. The focus then has a finite width: a spread of 1 mrad in angle becomes 0.1 Å in position.

The sharp focus depends on the harmonic form. To see what happens otherwise, we need the wavelength in a more general potential.

### 14. The wavelength in a general symmetric channel

Let $V(x)$ be a symmetric potential energy with $V(0)=0$ that rises steadily from the midplane to the walls. As before, $v_z$ is constant, and the transverse energy is conserved. Since $v_x=v_z\,dx/dz$, the transverse kinetic energy is

$$
\tfrac12Mv_x^2=\tfrac12Mv_z^2\left(\frac{dx}{dz}\right)^2=E_z\left(\frac{dx}{dz}\right)^2 .
$$

At the turning point $x=A$ this vanishes, and the transverse energy equals $V(A)$. Therefore

$$
E_z\left(\frac{dx}{dz}\right)^2+V(x)=V(A).
$$

Solve for $dz$ on the part of the path where $x$ rises from 0 to $A$:

$$
dz=\sqrt{\frac{E_z}{V(A)-V(x)}}\;dx .
$$

This part is a quarter of the full swing. By symmetry the other three quarters have the same length. At small angles $E_z\approx E$, so

$$
\lambda=4\int_0^A\sqrt{\frac{E}{V(A)-V(x)}}\;dx. \tag{16}
$$

As a check, insert the harmonic potential, for which $V(A)-V(x)=\tfrac12k(A^2-x^2)$:

$$
\lambda=4\sqrt{\frac{2E}{k}}\int_0^A\frac{dx}{\sqrt{A^2-x^2}}
=4\sqrt{\frac{2E}{k}}\;\frac{\pi}{2}=\lambda_0 .
$$

The integral equals $\pi/2$ for every $A$, and the amplitude drops out, as it should.

### 15. Walls that stiffen

Suppose that each wall repels the ion with an energy that falls off exponentially over a length $b$. The walls are at distances $d/2-x$ and $d/2+x$ from the ion. With a strength $W$ the total is

$$
We^{-(d/2-x)/b}+We^{-(d/2+x)/b}=2We^{-d/(2b)}\cosh\frac{x}{b}.
$$

Write $U_w=2We^{-d/(2b)}$ and subtract the value at the midplane:

$$
V(x)=U_w\left(\cosh\frac xb-1\right). \tag{17}
$$

Two derivatives give $V''(x)=(U_w/b^2)\cosh(x/b)$, so the curvature at the midplane is $k=U_w/b^2$.

To find the first correction, expand for $x$ small beside $b$. Since $\cosh u-1=u^2/2+u^4/24+\dots$,

$$
V(A)-V(x)=U_w\left[\frac{A^2-x^2}{2b^2}+\frac{A^4-x^4}{24b^4}+\dots\right].
$$

Use $A^4-x^4=(A^2-x^2)(A^2+x^2)$, take out the first term, and put $U_w/b^2=k$:

$$
V(A)-V(x)=\frac k2(A^2-x^2)\left[1+\frac{A^2+x^2}{12b^2}+\dots\right].
$$

The integral (16) contains one over the square root of this. With $(1+\epsilon)^{-1/2}\approx1-\epsilon/2$,

$$
\lambda\approx4\sqrt{\frac{2E}{k}}\int_0^A\frac{1}{\sqrt{A^2-x^2}}\left[1-\frac{A^2+x^2}{24b^2}\right]dx .
$$

Substitute $x=A\cos\varphi$. Then $dx=-A\sin\varphi\,d\varphi$ and $\sqrt{A^2-x^2}=A\sin\varphi$. The limits $x=0$ and $x=A$ become $\varphi=\pi/2$ and $\varphi=0$, and the minus sign is used to put them in rising order:

$$
\lambda\approx4\sqrt{\frac{2E}{k}}\int_0^{\pi/2}\left[1-\frac{A^2}{24b^2}(1+\cos^2\varphi)\right]d\varphi .
$$

The integral of 1 is $\pi/2$ and that of $\cos^2\varphi$ is $\pi/4$. Hence

$$
\lambda\approx4\sqrt{\frac{2E}{k}}\left[\frac\pi2-\frac{A^2}{24b^2}\,\frac{3\pi}{4}\right].
$$

Taking out $\pi/2$ leaves the factor $\tfrac32\times\tfrac1{24}=\tfrac1{16}$:

$$
\lambda\approx\lambda_0\left(1-\frac{A^2}{16b^2}\right). \tag{18}
$$

The wavelength now depends on the amplitude, and wide swings are shorter. The reason is that the restoring force grows faster than in proportion to $x$, so an ion that swings wide is turned back sooner than in the harmonic channel.

### 16. How large is the shift?

Keep $k=20$ eV/Å² and take $b=0.5$ Å, so that $U_w=kb^2=5$ eV. For the amplitude of 0.5 Å we have $A/b=1$, which is not small. The first correction gives

$$
\lambda\approx628.319\times\left(1-\tfrac1{16}\right)\ \text{Å}=589.0\ \text{Å}.
$$

The full integral (16) gives 591.2 Å, and the numerical integration of Newton's equations in this potential agrees with it. The true shift in this model is thus $-5.9$ per cent of $\lambda_0$, where the first correction predicts $-6.25$ per cent. Even at $A=b$ the simple estimate is good to about 0.4 per cent of the wavelength.

At small amplitude the coefficient can be tested more sharply. For $A/b=0.1$, the relative shift divided by $(A/b)^2$ is $-0.06246$, against the derived $-1/16=-0.06250$. The small remainder has the sign and rough size expected from a next term of order $(A/b)^4$: it is positive, like the difference found at $A=b$.

Compare the sources of error in the example. The small-angle step costs 8 parts in a million. The harmonic form costs about 6 parts in a hundred, if the walls are of this exponential kind. For such a channel the shape of the potential matters far more than the angle. Energy loss is left out of this comparison. For a real ion it can shift the wavelength by several per cent as well.

### 17. Loss of common phase

In the cosh channel, ions that start together do not stay together. Take two ions of equal energy that enter parallel to the planes, one with a very small amplitude and one with $A=0.5$ Å. Their wavelengths are $\lambda_0=628.3$ Å and $\lambda_A=591.2$ Å. After a depth $z$ their phases differ by

$$
\Delta=2\pi z\left(\frac1{\lambda_A}-\frac1{\lambda_0}\right)=2\pi z\,\frac{\lambda_0-\lambda_A}{\lambda_0\lambda_A}.
$$

They swing in opposite senses when $\Delta=\pi$, that is at

$$
z=\frac{\lambda_0\lambda_A}{2(\lambda_0-\lambda_A)}
=\frac{628.3\times591.2}{2\times37.1}\ \text{Å}\approx5000\ \text{Å}.
$$

This is 500 nm, or about eight wavelengths, in the model without energy loss. A real ion of 100 keV can lose much of its energy over such a depth. A beam with amplitudes up to about 0.5 Å is therefore well ordered at first, with foci a few per cent short of $\lambda_0/4$ and $3\lambda_0/4$, and the foci blur with depth. A beam that fills most of the channel contains wider swings with still shorter wavelengths, so it is narrowest about ten per cent earlier and its foci blur sooner. In the harmonic channel, ions of one energy that enter parallel to the planes keep their common phase.

### 18. Other limits

*Speed.* For a fast ion the mass $M$ in the transverse equation is replaced by $\gamma M$, where $\gamma=1+E/(Mc^2)$ and $c$ is the speed of light. At small angles $\gamma$ is nearly constant, and the wavelength is $2\pi\sqrt{\gamma Mv^2/k}$. From $v^2/c^2=1-1/\gamma^2$,

$$
\gamma Mv^2=Mc^2\,\frac{\gamma^2-1}{\gamma}=Mc^2(\gamma-1)\,\frac{\gamma+1}{\gamma}=E\left(1+\frac1\gamma\right).
$$

For $\gamma\to1$ this returns $2E$. If $\epsilon=E/(Mc^2)$ is small, then $1+1/\gamma\approx2-\epsilon$, and the square root lowers the wavelength by the fraction $\epsilon/4$. In the example $\epsilon=1.07\times10^{-5}$, so the change is about 3 parts in a million.

*Energy loss.* A real ion slows down. If it loses only a small fraction $\eta$ of its energy over one wavelength, a reasonable estimate is to use the local energy in $\lambda_0$. Since $\lambda_0\propto\sqrt E$, successive wavelengths then shorten by about the fraction $\eta/2$. The swings crowd together as the ion goes deeper.

*Scattering.* Collisions with electrons and with vibrating atoms change the transverse energy at random. In either kind of channel, a small kick during a swing generally shifts the phase, and so moves the next crossing of the midplane. The difference shows in the undisturbed swings that follow. In the harmonic channel they have the old wavelength again, as long as the kick hardly changes the energy and the angles stay small. In a stiffening channel their wavelength has changed if the amplitude has. An ion whose amplitude grows until it meets the atoms of a wall is no longer channelled, and the formula ceases to apply to it.

## Calculated quantities

```
curvature k = 20.0 eV/angstrom^2
ion kinetic energy E = 100000 eV
ion mass = 10 u
kinetic energy / rest energy = 1.07e-05
plane spacing = 2.0 angstrom
entry position x0 = 0.3 angstrom
entry angle psi = 4.0 mrad
sqrt(2E/k) = 100.00 angstrom
wavenumber q0 = 0.01000 1/angstrom
wavelength, formula = 628.319 angstrom
wavelength, formula = 62.8319 nm
wavelength, trajectory = 628.314 angstrom
relative difference = -8.00e-06
minus psi^2/2 = -8.00e-06
amplitude, formula = 0.5000 angstrom
amplitude, trajectory = 0.5000 angstrom
transverse energy k A^2/2 = 2.500 eV
crossing angle, formula = 5.000 mrad
crossing angle, run = 5.000 mrad
depth chosen for position = 100 angstrom
position there, formula = 0.4987 angstrom
position there, trajectory = 0.4987 angstrom
largest path error to 1500 angstrom = 6.1e-05 angstrom
wavelength, mass 40 u = 628.314 angstrom
wavelength, amplitude 0.1 angstrom = 628.319 angstrom
wavelength, energy 4E = 1256.637 angstrom
wavelength, curvature 3k = 362.760 angstrom
large-angle test: E = 100 eV, psi = 0.3 rad
  small-angle formula = 19.8692 angstrom
  with cosine factor = 18.9817 angstrom
  trajectory = 18.9817 angstrom
cosh channel: b = 0.5 angstrom, U_w = 5.0 eV
  wavelength, integral = 591.161 angstrom
  wavelength, trajectory = 591.161 angstrom
  wavelength, first correction = 589.049 angstrom
  shift from harmonic = -5.91 percent
  coefficient of (A/b)^2 at A/b = 0.1: -0.06246
  derived coefficient -1/16 = -0.06250
```
